# Why Compressive Growth Stress Partly Relaxes When Deposition Stops

**Q.** I grow a polycrystalline film and follow its stress through the bending of the substrate. The film is compressive during growth. When I close the shutter, part of the compression disappears, although I have removed nothing from the film. How can that happen?

**A.** One sufficient mechanism is that atoms move within the sample. Suppose the compression comes from excess atoms that entered the grain boundaries during growth. If some of them return to the free surface, the grains have more room and push on each other less. The total number of atoms is unchanged, but an atom at a surface step does not wedge two grains apart.

This is not the only process that can change the stress. Grain growth and changes of surface shape can do so too, and I exclude both here in order to see what boundary atoms do by themselves.

**Q.** How is the stress related to the number of excess atoms?

**A.** Take parallel boundaries a distance $L$ apart in a film of thickness $h$ on a rigid substrate. The $x$ axis crosses the boundaries, $z$ is the depth below the surface, and the strain along the boundaries is fixed. Tension is positive. The algebra is in atomic units, with $T$ denoting the thermal energy.

Let the excess atoms form an inserted layer of width $u(z)$ in each boundary, and let the film be stress-free when $u=0$. The substrate fixes the length of a period, so at every depth the grain must shorten by $u$. The mean elastic strain across a slice is therefore $\langle\varepsilon_{xx}\rangle=-u/L$. Hooke's law for plane strain, with Young's modulus $E$ and Poisson ratio $\nu$, reads

$$\varepsilon_{xx}=\frac{1-\nu^2}{E}\,\sigma_{xx}-\frac{\nu(1+\nu)}{E}\,\sigma_{zz}.$$

The mean of $\sigma_{zz}$ vanishes at each depth. To see this, balance the vertical forces on the material above that depth: the top is free, and the forces on the two sides of a period cancel. With $E'=E/(1-\nu^2)$, the slice average $\sigma=\langle\sigma_{xx}\rangle$ is

$$\sigma(z)=-\frac{E'u(z)}{L}.$$

Substrate bending is proportional to the force per width, $f=\int_0^h\sigma\,dz$. With parallel boundaries the stress is not biaxial: along the boundaries its mean is $\nu\sigma$. For a substrate with Poisson ratio $\nu_s$, the curvature is proportional to $(1-\nu\nu_s)f$ across the boundaries and to $(\nu-\nu_s)f$ along them, so the usual biaxial Stoney formula must be adapted. Each boundary holds $N=\int_0^h u\,dz/\Omega$ excess atoms per unit length, where $\Omega$ is the atomic volume. Hence $f=-E'\Omega N/L$, and if $N_{\rm out}$ atoms leave,

$$\Delta f=\frac{E'\Omega}{L}\,N_{\rm out}.$$

The change is positive: compression is lost. Within this model your curvature signal counts atoms.

**Q.** Why would an atom stay in a compressed boundary at all? It costs energy to be there.

**A.** It does, and the cost follows from the elastic energy. Consider a volume $V$ of film containing $n$ excess atoms, uniformly distributed over depth. Then $u/L=n\Omega/V$, so $\sigma=-E'n\Omega/V$, and the elastic energy is $W=V\sigma^2/(2E')$. Inserting one more atom costs

$$\frac{dW}{dn}=\frac{V\sigma}{E'}\frac{d\sigma}{dn}
=\frac{V\sigma}{E'}\left(-\frac{E'\Omega}{V}\right)=-\sigma\Omega .$$

With $\mu_0$ the chemical potential of the unstressed solid, the boundary atoms have

$$\mu_{\rm gb}=\mu_0-\sigma\Omega .$$

For compression, $\sigma<0$, this lies above $\mu_0$. The result is of first order in strain. A test on a compressed chain with anharmonic bonds gives an insertion cost of 0.0183 eV where $-\sigma\Omega$ is 0.0182 eV; the chain contains the higher orders that the formula omits.

Strictly, the atom feels the traction on its boundary, not the slice average. Away from the bonded base of the film, the two nearly agree if $u$ varies slowly over the distance $L$. Near the base the substrate holds the grain and they differ; I neglect this zone. In the example below it acts like a missing layer of about 27 Å and would lower the force by about 1.3%. A finite-element grain with the stress change of the example below gives a largest difference, sampled at the centres of the elements, of 0.06% of the surface value. This number depends on the mesh and on where one samples: on the boundary itself, at the surface, meshes of 10 and 5 Å give 0.4% and 0.2%. The difference is small in every case. Because that stress change vanishes at the base, the test does not probe the base zone.

What keeps the atoms in is the surface. Dilute adatoms, $n_a$ of them on $M$ sites, have the free energy $n_a\epsilon+Tn_a[\ln(n_a/M)-1]$, with $\epsilon$ the energy of one adatom. Its derivative with respect to $n_a$ is $\epsilon+T\ln(n_a/M)$. Let $c_{\rm eq}$ be the adatom density in equilibrium with unstressed solid, where the derivative equals $\mu_0$. Subtracting that condition gives, for density $c$,

$$\mu_{\rm s}=\mu_0+T\ln\frac{c}{c_{\rm eq}} .$$

An atom gains nothing by leaving a compressed boundary if the surface it would join is equally unfavourable.

**Q.** And deposition makes the surface unfavourable. By how much?

**A.** That depends on how far adatoms must travel to a step. Let steps a distance $\ell$ apart hold the density $c_{\rm eq}$, and let the boundary emerge midway between two of them. I hold the steps fixed, here and in the simulation, although steps that absorb atoms must advance; the example shows what this costs. With deposition flux $F$ and surface diffusivity $D_s$, the steady density obeys $D_sc''+F=0$. Integrating twice and imposing $c=c_{\rm eq}$ at $x=0$ and $x=\ell$ gives

$$c(x)=c_{\rm eq}+\frac{F}{2D_s}\,x(\ell-x).$$

At $x=\ell/2$ the supersaturation ratio is

$$S=\frac{c(\ell/2)}{c_{\rm eq}}=1+\frac{F\ell^2}{8D_sc_{\rm eq}} .$$

If exchange at the junction of boundary and surface is fast, atoms enter the boundary until $\mu_{\rm gb}=\mu_{\rm s}$, that is, until $-\sigma\Omega=T\ln S$. The growth stress is

$$\sigma_g=-\frac{T}{\Omega}\ln S .$$

The equilibrium between adatoms and a stressed boundary was also tested by summing over all ways of sharing a fixed number of atoms between the two. The mean stress agreed with the value from the mean adatom density to about 0.2%.

**Q.** But the film keeps thickening. Does the whole thickness really carry this stress?

**A.** In steady growth it does, apart from the neglected zone at the base and up to a small correction. Measure depth from the moving surface. With growth rate $R$, material is buried at speed $R$, while excess atoms spread along the boundary with a diffusivity $\mathcal D$ that I derive below. A steady profile obeys $\mathcal D u''-Ru'=0$, so $u'\propto e^{Rz/\mathcal D}$. No atoms diffuse through the lower end, so $u'=0$ there, and hence everywhere: $u$ is uniform.

The correction arises because I take new slices to form without excess atoms. They must be supplied at the rate $J=Ru/\Omega$ per unit boundary length, which slightly depletes the adatoms at the junction.

**Q.** Could you put numbers on this?

**A.** I take round model parameters that stand for no particular material: $T=0.03$ eV (348 K), $\Omega=15$ Å³, $E'=0.8$ eV/Å³, $L=200$ Å, $h=2000$ Å and $\ell=100$ Å. The film grows at $R=0.1$ Å/s, so $F=R/\Omega=0.00667$ Å⁻² s⁻¹. With $D_s=10^7$ Å²/s and $c_{\rm eq}=10^{-6}$ Å⁻²,

$$S=1+\frac{0.006667\times100^2}{8\times10^7\times10^{-6}}=1.833,$$

$$\sigma_g=-\frac{0.03}{15}\ln1.833=-0.00121\ \text{eV/Å}^3,$$

or −0.194 GPa. A modest supersaturation thus suffices for an appreciable stress. This value is an upper estimate, because it keeps the boundary at mid-terrace, where the density is highest. Steps of height $\Omega^{1/3}\approx2.5$ Å would sweep past the boundary every 25 s at this growth rate. The boundary then sees a lower density for most of the cycle, and the stress at depth is about two thirds of the formula, −0.13 GPa. All numbers below refer to fixed steps.

As a test, a numerical simulation couples terrace, junction and boundary, keeps the full exponential junction law, and follows the top 2000 Å of the growing film. It starts with no excess atoms and develops a mean compression within 0.5% of the formula. Each boundary then holds an inserted width of 0.302 Å, much less than an atomic layer on average.

**Q.** Now I close the shutter. What happens first?

**A.** The part of the adatom density maintained by deposition disappears. On a terrace without a boundary, the slowest mode after the flux stops is $c-c_{\rm eq}\propto\sin(\pi x/\ell)\,e^{-t/\tau_s}$. Inserting it in $\partial c/\partial t=D_s\,\partial^2c/\partial x^2$ gives $1/\tau_s=D_s\pi^2/\ell^2$, so

$$\tau_s=\frac{\ell^2}{\pi^2D_s}=1.0\times10^{-4}\ \text{s}.$$

The boundary cannot empty that fast. It therefore holds the density at mid-terrace nearly fixed, and each half of the terrace relaxes separately over the length $\ell/2$, in a quarter of this time. The boundary atoms still have the chemical potential $\mu_0+T\ln S$, while the steps offer $\mu_0$. The difference, initially 0.018 eV per atom, drives atoms out of the boundary, across the terrace and into the steps. The density right at the junction stays above $c_{\rm eq}$ because the boundary itself now feeds it: it starts near $Sc_{\rm eq}$ and falls as the top of the boundary empties.

**Q.** Is the lower supersaturation really the cause? Closing the shutter also stops the thickening.

**A.** In a model one can separate the two. I stopped the thickening for 300 s but kept supplying adatoms, so that the surface remained supersaturated. The compression was not lost. It increased slightly, by 0.5% of the amount released in a real pause of the same length. An increase is expected, because new slices no longer draw atoms from the junction. So in this model the loss requires the fall in supersaturation; the end of thickening is not enough.

**Q.** Then why does only part of the stress go away?

**A.** Because atoms deep in the boundary need time to reach the surface. Let $J$ be the number of atoms moving down the boundary per unit boundary length and time. For boundary width $\delta$ and diffusivity $D_{\rm gb}$,

$$J=-\frac{\delta D_{\rm gb}}{\Omega T}\frac{\partial\mu_{\rm gb}}{\partial z}
=\frac{\delta D_{\rm gb}}{T}\frac{\partial\sigma}{\partial z},$$

where I used $\mu_{\rm gb}=\mu_0-\sigma\Omega$. Conservation of atoms requires $\partial u/\partial t=-\Omega\,\partial J/\partial z$. Since $\sigma=-E'u/L$,

$$\frac{\partial\sigma}{\partial t}=\frac{E'\Omega}{L}\frac{\partial J}{\partial z}
=\mathcal D\,\frac{\partial^2\sigma}{\partial z^2},\qquad
\mathcal D=\frac{E'\Omega\,\delta D_{\rm gb}}{LT}.$$

Stress relief therefore spreads downward by diffusion. First let the surface be a perfect sink, $\sigma(0,t)=0$, and let the front be far from the substrate. Try $\sigma=g(\eta)$ with $\eta=z/(2\sqrt{\mathcal Dt})$. The left side becomes $-\eta g'/(2t)$ and the right side $g''/(4t)$, so $g''=-2\eta g'$ and $g'\propto e^{-\eta^2}$. With $g(0)=0$ and $g(\infty)=\sigma_g$,

$$\sigma(z,t)=\sigma_g\,{\rm erf}\!\left(\frac{z}{2\sqrt{\mathcal Dt}}\right),\qquad
\left.\frac{\partial\sigma}{\partial z}\right|_0=\frac{\sigma_g}{\sqrt{\pi\mathcal Dt}} .$$

Integrating the diffusion equation over depth, with zero gradient far below, gives $df/dt=-\mathcal D\,\partial\sigma/\partial z|_0=|\sigma_g|\sqrt{\mathcal D/(\pi t)}$. Integration over time then yields

$$\Delta f=2|\sigma_g|\sqrt{\frac{\mathcal Dt}{\pi}} .$$

The released force grows as the square root of time and does not depend on $h$ in this regime. The released fraction, $\Delta f/(|\sigma_g|h)$, is smaller in a thicker film.

**Q.** You said that the junction stays supersaturated. Then the surface is not a perfect sink.

**A.** Correct. Atoms leaving at the rate $J_{\rm out}$ spread to two steps, each at distance $\ell/2$. With $c_j$ the junction density,

$$J_{\rm out}=2D_s\frac{c_j-c_{\rm eq}}{\ell/2}=\frac{4D_s}{\ell}(c_j-c_{\rm eq}).$$

Fast exchange gives $c_j=c_{\rm eq}e^{-\sigma(0)\Omega/T}$. I linearize this for small $|\sigma(0)|\Omega/T$, so that $c_j-c_{\rm eq}\approx-c_{\rm eq}\sigma(0)\Omega/T$. From the boundary side, $J_{\rm out}=-J(0)=-(\delta D_{\rm gb}/T)\,\partial\sigma/\partial z|_0$. Equating the two expressions,

$$\sigma(0)=\lambda\left.\frac{\partial\sigma}{\partial z}\right|_0,\qquad
\lambda=\frac{\delta D_{\rm gb}\,\ell}{4\Omega D_sc_{\rm eq}} .$$

The terrace acts like an extra length $\lambda$ of boundary.

To solve this problem, define $v=\sigma-\lambda\,\partial\sigma/\partial z$. It obeys the same diffusion equation, starts at $\sigma_g$ and vanishes at $z=0$, so it is the error-function solution above. The bounded stress that belongs to it is

$$\sigma(z,t)=\frac1\lambda\int_z^\infty v(z',t)\,e^{-(z'-z)/\lambda}\,dz',$$

as differentiation confirms: $\partial\sigma/\partial z=(\sigma-v)/\lambda$. At $z=0$, integrate by parts; the end terms vanish:

$$\sigma(0,t)=\frac{\sigma_g}{\sqrt{\pi\mathcal Dt}}\int_0^\infty e^{-z/\lambda-z^2/(4\mathcal Dt)}\,dz .$$

Set $s=\sqrt{\mathcal Dt}/\lambda$ and $p=z/(2\sqrt{\mathcal Dt})+s$. The exponent becomes $s^2-p^2$ and $dz=2\sqrt{\mathcal Dt}\,dp$, hence

$$\sigma(0,t)=\sigma_g\,e^{s^2}{\rm erfc}(s).$$

Now $df/dt=-\mathcal D\sigma(0,t)/\lambda$, and $t=\lambda^2s^2/\mathcal D$ gives $dt=2\lambda^2s\,ds/\mathcal D$. Therefore

$$\Delta f=|\sigma_g|\lambda\int_0^s2p\,e^{p^2}{\rm erfc}(p)\,dp .$$

Since $2p\,e^{p^2}$ is the derivative of $e^{p^2}$, and that of ${\rm erfc}(p)$ is $-2e^{-p^2}/\sqrt\pi$, integration by parts gives $e^{s^2}{\rm erfc}(s)-1+2s/\sqrt\pi$ for the integral. The result is

$$\Delta f=|\sigma_g|\left\{2\sqrt{\frac{\mathcal Dt}{\pi}}-\lambda\left[1-e^{s^2}{\rm erfc}(s)\right]\right\}.$$

For $s\ll1$, $e^{s^2}{\rm erfc}(s)\approx1-2s/\sqrt\pi+s^2$. The square-root terms cancel and $\Delta f\approx|\sigma_g|\mathcal Dt/\lambda$: the terrace limits the outflow, and the release starts linearly. The linearized junction law underestimates this initial rate; the full exponential makes it larger by the factor $(S-1)/\ln S$, which is 1.37 in the example. For $s\gg1$ the square-root law returns, reduced by $|\sigma_g|\lambda$.

**Q.** What does this give for a five-minute pause?

**A.** Take $\delta=5$ Å and $D_{\rm gb}=40$ Å²/s. Then

$$\mathcal D=\frac{0.8\times15\times5\times40}{200\times0.03}=400\ \text{Å}^2/\text{s},$$

$$\lambda=\frac{5\times40\times100}{4\times15\times10^7\times10^{-6}}=33.3\ \text{Å}.$$

After 300 s, the braces in the release formula equal 359 Å, so multiplication by $|\sigma_g|$, before rounding, gives $\Delta f=0.436$ eV/Å². The simulation gives 0.435 eV/Å². At a quarter of the time the values are 0.201 and 0.202 eV/Å². The release has slightly more than doubled for a fourfold time, as expected from a square root reduced by a constant.

The force before the pause was −2.41 eV/Å², so 18% of the compression is lost. The mean stress changes from −0.00121 to −0.00099 eV/Å³; after the pause it is −0.159 GPa. The atom count is

$$N_{\rm out}=\frac{L\,\Delta f}{E'\Omega}=\frac{200\times0.435}{0.8\times15}=7.25\ \text{Å}^{-1}.$$

The steps in the simulation receive the same number, which confirms where the atoms go. These atoms would advance each step by about 22 Å, which is not small against $\ell/2=50$ Å; letting the steps move during the pause raises the release by about 1%, to 0.440 eV/Å². The junction supersaturation has fallen to 1.03 by then, so the top of the boundary is almost relaxed while its lower part has hardly responded.

**Q.** If I wait long enough, will the compression vanish?

**A.** This contribution will. When the front reaches the substrate, where no atoms pass, the slowest mode for a perfect surface sink is $\sin[\pi z/(2h)]$. It decays in the time $4h^2/(\pi^2\mathcal D)$, about 4000 s here. After $10^5$ s the simulated stress is zero to numerical accuracy. The partial loss in five minutes is thus a matter of time, not of a permanently trapped fraction. Atoms that could not reach the surface at all would leave a permanent remainder, but this model contains none.

There is a second way to obtain a partial loss: lower the flux instead of stopping it. The stress then moves to the value set by the new supersaturation $S'$, and the fraction that remains is $\ln S'/\ln S$. Halving the flux halves $S-1$, so $S'=1.417$ and the fraction is $0.3483/0.6061=0.575$. The simulation gives 0.576. The stress falls by less than half because it follows the logarithm of the supersaturation.

**Q.** When I reopen the shutter, does the compression return?

**A.** Yes, since the restored supersaturation drives atoms back in. Consider a perfect surface contact and neglect the new thickness. The missing compression $\sigma-\sigma_g$ also obeys the diffusion equation. Its surface value is $|\sigma_g|$ during a pause of length $t_p$ and zero afterwards. That history is a step switched on at the start of the pause plus an opposite step at its end. By superposition, at a time $t$ after reopening the missing force is

$$f_{\rm miss}=2|\sigma_g|\sqrt{\frac{\mathcal D}{\pi}}\left(\sqrt{t_p+t}-\sqrt t\right).$$

For $t=t_p$ this is $\sqrt2-1$ of the released force, so the recovered fraction is $2-\sqrt2=0.586$. Recovery is slower than loss because the deficit has spread into the film and must be filled at depth.

The simulation recovers 0.573 if the film does not thicken. With real growth, 30 Å of new film buries the deficit further and also draws atoms from the junction, and the fraction is 0.554. To compare this with your curvature data, first subtract the steady force $\sigma_gRt$ of the added film.

**Q.** What would tell me that this picture does not apply to my film?

**A.** Within its regime the model ties several observations together: a release that approaches a square root of time, a recovery of somewhat more than half after an equal time, and a logarithmic response to a lowered flux. A loss that did not recover when the same supersaturation was restored would contradict it.

The regime matters, however. The grains must be narrow compared with the depth over which the stress changes; here $\sqrt{\mathcal Dt}=346$ Å against $L=200$ Å, and the finite-element test shows that this suffices at the end of the pause. The condition is mild: with the true traction in place of the slice average, the release is lower by about 5% at 1 s, by 0.6% at 10 s, and unchanged to 0.1% from 75 s on. The square-root law and the recovery of somewhat more than half also need $\lambda\ll\sqrt{\mathcal Dt}\ll h$. If the terrace limits the exchange, less than half may return in an equal time. If junction exchange is slow, it adds to the resistance of the terrace, and $\lambda$ is larger than given here. If it is so slow that the boundary cannot reach equilibrium with the adatoms even during growth, the formula for $\sigma_g$ fails too. If grains grow, the surface changes shape or the temperature drifts during the pause, the force no longer counts boundary atoms alone. Temperature deserves particular care: a film that cools when the shutter closes gains tension if it contracts more than the substrate, and loses it again on warming. The numerical output below lists the values for the example.

## Calculated quantities

```
Thermal energy T: 0.03 eV
Temperature: 348.1 K
Atomic volume: 15 A^3
Plane-strain modulus: 0.8 eV/A^3
Poisson ratio: 0.3
Boundary spacing L: 200 A
Film thickness h: 2000 A
Step spacing: 100 A
Growth rate: 0.1 A/s
Deposition flux: 0.0066667 1/(A^2 s)
Surface diffusivity: 1e+07 A^2/s
Equilibrium adatom density: 1e-06 1/A^2
Boundary width: 5 A
Boundary diffusivity: 40 A^2/s
Junction coefficient: 1e+08 A/s
Pause and refill time, each: 300 s
Supersaturation S, formula: 1.8333
Supersaturation S, matrix: 1.8333
Terrace decay time, formula: 0.00010132 s
Terrace decay time, matrix: 0.00010132 s
Growth stress, formula: -0.0012123 eV/A^3
Growth stress, formula: -0.1942 GPa
Growth stress, simulation: -0.0012068 eV/A^3
Insertion cost, -sigma Omega: 0.018184 eV
Insertion cost, Morse chain: 0.01832 eV
State-count stress: -0.0012136 eV/A^3
Stress from counted adatoms: -0.0012115 eV/A^3
Slice-average relative error: 1.3e-14
Largest traction deviation / surface value: 0.000606
Excess width per boundary in growth: 0.3017 A
Stress diffusivity: 400 A^2/s
Terrace resistance length: 33.33 A
Release length at end, formula: 359.35 A
Force per width before pause: -2.4135 eV/A^2
Released at quarter time, formula: 0.20083 eV/A^2
Released at quarter time, simulation: 0.20163 eV/A^2
Released at end, formula: 0.43563 eV/A^2
Released at end, simulation: 0.43476 eV/A^2
Fraction released: 0.1801
Mean stress after pause: -0.00098938 eV/A^3
Mean stress after pause: -0.1585 GPa
Atoms lost per boundary length: 7.246 1/A
Atoms received by steps: 7.246 1/A
Junction supersaturation after pause: 1.033
Held surface: force change / release: -0.00473
Long-run time: 1e+05 s
Long pause: stress fraction left: 2.1e-10
Half flux: supersaturation: 1.4167
Half flux: stress fraction, formula: 0.5746
Half flux: stress fraction, simulation: 0.5756
Recovered fraction, ideal: 0.5858
Recovered fraction, no burial: 0.573
Recovered fraction, with burial: 0.5539
```
